# The Axilrod–Teller–Muto Triple-Dipole Energy at Third Order: a program that tests the result

```python
"""
Triple-dipole (Axilrod-Teller-Muto) energy of three atoms, atomic units:
    E3 = C9 (1 + 3 cos a cos b cos c) / (R12 R23 R31)^3
    C9 = (3/pi) * integral_0^infinity alpha1(iw) alpha2(iw) alpha3(iw) dw
a, b, c: interior angles; Rij: distances; alpha: dipole polarizabilities.
The coupling is V = sum over pairs of di.Tij.dj, Tij = (1 - 3 n n)/Rij^3.
Tests: explicit sums over product states of multi-level atoms, and exact
normal modes of three Drude oscillators (polarizability alpha, frequency w).
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants

mp.mp.dps = 40
PAIRS = [(0, 1), (1, 2), (2, 0)]
MICRO_EV = physical_constants["Hartree energy in eV"][0] * 1e6


def dipole_tensor(start, end):
    s = [mp.mpf(float(y)) - mp.mpf(float(x)) for x, y in zip(start, end)]
    r = mp.sqrt(sum(c * c for c in s))
    return [[(int(i == j) - 3 * s[i] * s[j] / r**2) / r**3
             for j in range(3)] for i in range(3)]


def tensor_float(start, end):
    return np.array([[float(x) for x in row]
                     for row in dipole_tensor(start, end)])


def triangle(pos):
    """Distances R12, R23, R31 and cosines at atoms 1, 2, 3 (cosine law)."""
    r12, r23, r31 = [np.linalg.norm(pos[j] - pos[i]) for i, j in PAIRS]
    cosines = np.array([(r12**2 + r31**2 - r23**2) / (2 * r12 * r31),
                        (r12**2 + r23**2 - r31**2) / (2 * r12 * r23),
                        (r23**2 + r31**2 - r12**2) / (2 * r23 * r31)])
    return np.array([r12, r23, r31]), cosines


def atm_energy(c9, pos):
    dist, cosines = triangle(pos)
    return c9 * (1 + 3 * np.prod(cosines)) / np.prod(dist)**3


def drude_energy(pos, alpha, omega, coupling=1):
    """Exact ground-state energy from the normal modes."""
    n = len(pos)
    k = mp.zeros(3 * n)
    al = [mp.mpf(float(x)) for x in alpha]
    om = [mp.mpf(float(x)) for x in omega]
    for i in range(n):
        for a in range(3):
            k[3 * i + a, 3 * i + a] = om[i]**2
        for j in range(i):
            t = dipole_tensor(pos[i], pos[j])
            g = coupling * om[i] * om[j] * mp.sqrt(al[i] * al[j])
            for a in range(3):
                for b in range(3):
                    k[3 * i + a, 3 * j + b] = g * t[a][b]
                    k[3 * j + b, 3 * i + a] = g * t[a][b]
    squares = list(mp.eigsy(k, eigvals_only=True))
    assert min(squares) > 0
    return sum(mp.sqrt(x) for x in squares) / 2


def pair_sum(pos, alpha, omega, coupling=1):
    """Sum of the three exact pair interaction energies."""
    total = mp.mpf(0)
    for i, j in PAIRS:
        sub = [i, j]
        free = mp.mpf(3) / 2 * (mp.mpf(float(omega[i]))
                                + mp.mpf(float(omega[j])))
        total += drude_energy(pos[sub], alpha[sub], omega[sub],
                              coupling) - free
    return total


def nonadditive(pos, alpha, omega, coupling=1):
    free = mp.mpf(3) / 2 * sum(mp.mpf(float(w)) for w in omega)
    return (drude_energy(pos, alpha, omega, coupling) - free
            - pair_sum(pos, alpha, omega, coupling))


STEP = mp.mpf("0.001")


def cubic_coefficient(pos, alpha, omega):
    """Third-order energy from exact energies at couplings +STEP, -STEP."""
    return float((drude_energy(pos, alpha, omega, STEP)
                  - drude_energy(pos, alpha, omega, -STEP)) / (2 * STEP**3))


def c9_drude(alpha, omega):
    w1, w2, w3 = omega
    return (1.5 * np.prod(alpha) * np.prod(omega) * (w1 + w2 + w3)
            / ((w1 + w2) * (w2 + w3) * (w3 + w1)))


def fourth_order(alpha, omega, pos):
    """Non-additive fourth-order energy of identical oscillators."""
    (r12, r23, r31), cosines = triangle(pos)
    arms = np.array([r12 * r31, r12 * r23, r23 * r31])
    return -45 / 64 * omega * alpha**4 * np.sum((1 + cosines**2) / arms**6)


def isosceles(arm, apex):
    return np.array([[0.0, 0.0, 0.0], [arm, 0.0, 0.0],
                     [arm * np.cos(apex), arm * np.sin(apex), 0.0]])


# Trace of the three coupling tensors on random triangles in space
rng = np.random.default_rng(4)
for _ in range(20):
    p = rng.normal(size=(3, 3))
    product = np.eye(3)
    for i, j in PAIRS:
        product = product @ tensor_float(p[i], p[j])
    dist, cosines = triangle(p)
    scaled_trace = np.trace(product) * np.prod(dist)**3
    assert abs(scaled_trace - 3 * (1 + 3 * np.prod(cosines))) < 1e-9

# Multi-level atoms: ground s, levels p and p', excited s'
scalene = np.array([[0.0, 0.0, 0.0], [10.0, 0.0, 0.0], [4.0, 9.0, 0.0]])
levels = np.array([[0.30, 0.50, 0.40], [0.25, 0.45, 0.35],
                   [0.40, 0.60, 0.55]])           # p, p', s' energies
moments = np.array([[1.2, 0.5], [1.5, 0.4], [1.0, 0.6]])  # s-p, s-p'
excited_moments = (0.9, 0.7)                      # s'-p, s'-p'
dipoles, atom_energies = [], []
for (ep, eq, es), (mu_p, mu_q) in zip(levels, moments):
    atom_energies.append(np.array([0, ep, ep, ep, eq, eq, eq, es]))
    components = []
    for a in range(3):
        d = np.zeros((8, 8))
        d[0, 1 + a], d[0, 4 + a] = mu_p, mu_q
        d[7, 1 + a], d[7, 4 + a] = excited_moments
        components.append(d + d.T)
    dipoles.append(components)
e1, e2, e3 = atom_energies
product_energies = (e1[:, None, None] + e2[None, :, None]
                    + e3[None, None, :]).ravel()


def state_sums(pairs):
    """First-, second- and third-order energies from all product states."""
    v = np.zeros((512, 512))
    for i, j in pairs:
        t = tensor_float(scalene[i], scalene[j])
        for a in range(3):
            for b in range(3):
                ops = [np.eye(8)] * 3
                ops[i], ops[j] = dipoles[i][a], dipoles[j][b]
                v += t[a, b] * np.kron(np.kron(ops[0], ops[1]), ops[2])
    psi = np.zeros(512)
    psi[1:] = -v[1:, 0] / product_energies[1:]
    return v[0, 0], v[0] @ psi, psi @ v @ psi - v[0, 0] * (psi @ psi)


def alpha_levels(atom, w):
    gaps = levels[atom, :2]
    return np.sum(2 * gaps * moments[atom]**2 / (gaps**2 + w**2))


first, second, third = state_sums(PAIRS)
second_pairs = sum(state_sums([pair])[1] for pair in PAIRS)
third_open = [state_sums([q for q in PAIRS if q != pair])[2]
              for pair in PAIRS]
c9_levels = 3 / np.pi * quad(
    lambda w: np.prod([alpha_levels(i, w) for i in range(3)]),
    0, np.inf, epsabs=0, epsrel=1e-10, limit=200)[0]
third_formula = atm_energy(c9_levels, scalene)
assert abs(first) < 1e-14
assert abs(second / second_pairs - 1) < 1e-10
assert max(abs(x) for x in third_open) < 1e-10 * abs(third)
assert abs(third / third_formula - 1) < 1e-8

# Three different Drude oscillators in the same scalene triangle
alpha_d = np.array([6.0, 10.0, 15.0])
omega_d = np.array([0.7, 0.5, 0.4])
c9_closed = c9_drude(alpha_d, omega_d)
c9_integral = 3 / np.pi * quad(
    lambda w: np.prod(alpha_d * omega_d**2 / (omega_d**2 + w**2)),
    0, np.inf, epsabs=0, epsrel=1e-10, limit=200)[0]
third_modes = cubic_coefficient(scalene, alpha_d, omega_d)
third_atm = atm_energy(c9_closed, scalene)
assert abs(c9_closed / c9_integral - 1) < 1e-8
assert abs(third_modes / third_atm - 1) < 1e-7

# Identical oscillators: coefficients, angular factor and its zero
alpha0, omega0, side = 10.0, 0.5, 10.0
alpha_i, omega_i = np.full(3, alpha0), np.full(3, omega0)
c6 = 0.75 * omega0 * alpha0**2
c9 = 9 / 16 * omega0 * alpha0**3
pair_second = float((pair_sum(scalene, alpha_i, omega_i, STEP)
                     + pair_sum(scalene, alpha_i, omega_i, -STEP))
                    / (2 * STEP**2))
assert abs(pair_second / (-c6 * np.sum(triangle(scalene)[0]**-6.0)) - 1) < 1e-7
shapes = [("equilateral", np.pi / 3, 11 / 8), ("right isosceles", np.pi / 2, 1),
          ("linear, equal spacing", np.pi, -2)]
shape_factors = []
for name, apex, expected in shapes:
    p = isosceles(side, apex)
    factor = (cubic_coefficient(p, alpha_i, omega_i)
              * np.prod(triangle(p)[0])**3 / c9)
    assert abs(factor - expected) < 1e-6
    shape_factors.append((name, factor))
zero_formula = np.degrees(np.arccos((1 - np.sqrt(11 / 3)) / 2))
zero_modes = brentq(
    lambda deg: 1e7 * cubic_coefficient(isosceles(side, np.radians(deg)),
                                        alpha_i, omega_i),
    100, 140, xtol=1e-7)
assert abs(zero_modes - zero_formula) < 1e-4

# Fourth-order non-additive term from the even part in the coupling
fourth_modes = float((nonadditive(scalene, alpha_i, omega_i, STEP)
                      + nonadditive(scalene, alpha_i, omega_i, -STEP))
                     / (2 * STEP**4))
fourth_formula = fourth_order(alpha0, omega0, scalene)
assert abs(fourth_modes / fourth_formula - 1) < 1e-6

# Equilateral triangles of several sides at full coupling
rows = []
for r in (8.0, 10.0, 20.0, 40.0):
    p = isosceles(r, np.pi / 3)
    exact = float(nonadditive(p, alpha_i, omega_i))
    e_third, e_fourth = atm_energy(c9, p), fourth_order(alpha0, omega0, p)
    rows.append((r, exact, e_third, e_fourth))
    assert abs(exact - e_third - e_fourth) < abs(exact - e_third)
deviations = [abs(x[1] / x[2] - 1) for x in rows]
slope = np.log2(deviations[2] / deviations[3])
assert abs(slope - 3) < 0.05
main = isosceles(side, np.pi / 3)
pairs_exact = float(pair_sum(main, alpha_i, omega_i))
pairs_london = -3 * c6 / side**6
_, exact10, third10, fourth10 = rows[1]

print("MULTI-LEVEL ATOMS, scalene triangle")
for i in range(3):
    print(f"atom {i+1}: position {scalene[i]} a0")
    print(f"  p, p', s' energies {levels[i]} Eh; s-p, s-p' moments {moments[i]} e a0")
print(f"s'-p, s'-p' moments, all atoms: {excited_moments} e a0")
dist, cosines = triangle(scalene)
print("R12, R23, R31 =", np.round(dist, 5), "a0")
print("cosines at atoms 1, 2, 3 =", np.round(cosines, 6))
print(f"angular factor = {1 + 3*np.prod(cosines):.6f}")
print(f"second order, all couplings = {second:.8e} Eh")
print(f"second order, sum of pairs  = {second_pairs:.8e} Eh")
print(f"C9 from frequency integral  = {c9_levels:.6f} Eh a0^9")
print(f"third order, state sum      = {third:.8e} Eh")
print(f"third order, ATM formula    = {third_formula:.8e} Eh")
print("THREE DIFFERENT DRUDE OSCILLATORS, same triangle")
print("alpha =", alpha_d, "a0^3; omega =", omega_d, "Eh")
print(f"C9 closed form = {c9_closed:.6f}, integral = {c9_integral:.6f} Eh a0^9")
print(f"third order, normal modes = {third_modes:.8e} Eh")
print(f"third order, ATM formula  = {third_atm:.8e} Eh")
print("IDENTICAL DRUDE OSCILLATORS")
print(f"alpha = {alpha0} a0^3, omega = {omega0} Eh")
print(f"C6 = {c6:.4f} Eh a0^6, C9 = {c9:.4f} Eh a0^9")
for name, factor in shape_factors:
    print(f"angular factor from modes, {name}: {factor:.6f}")
print(f"apex angle of zero: modes {zero_modes:.5f}, formula {zero_formula:.5f} deg")
print(f"E4 scalene: modes {fourth_modes:.7e}, formula {fourth_formula:.7e} Eh")
print("equilateral: side/a0, exact non-additive/Eh, E3/Eh, E4/Eh, exact/E3")
for r, exact, e_third, e_fourth in rows:
    print(f"{r:5.1f} {exact:.6e} {e_third:.6e} {e_fourth:.6e} {exact/e_third:.6f}")
print(f"deviation of exact/E3 from 1 falls as side^(-{slope:.3f}), sides 20 to 40 a0")
print(f"MAIN EXAMPLE, side {side} a0")
print(f"pair energy: exact {pairs_exact:.6e}, -3 C6/R^6 {pairs_london:.6e} Eh")
print(f"E3 + E4 = {third10 + fourth10:.6e} Eh")
print(f"E3 = {third10*MICRO_EV:.4f} micro-eV")
print(f"exact non-additive energy = {exact10*MICRO_EV:.4f} micro-eV")
print(f"exact non-additive / exact pair energy = {100*exact10/pairs_exact:.4f} %")
print("no test failed")
```

Running it gives:

```
MULTI-LEVEL ATOMS, scalene triangle
atom 1: position [0. 0. 0.] a0
  p, p', s' energies [0.3 0.5 0.4] Eh; s-p, s-p' moments [1.2 0.5] e a0
atom 2: position [10.  0.  0.] a0
  p, p', s' energies [0.25 0.45 0.35] Eh; s-p, s-p' moments [1.5 0.4] e a0
atom 3: position [4. 9. 0.] a0
  p, p', s' energies [0.4  0.6  0.55] Eh; s-p, s-p' moments [1.  0.6] e a0
s'-p, s'-p' moments, all atoms: (0.9, 0.7) e a0
R12, R23, R31 = [10.      10.81665  9.84886] a0
cosines at atoms 1, 2, 3 = [0.406138 0.5547   0.535052]
angular factor = 1.361618
second order, all couplings = -7.90641439e-05 Eh
second order, sum of pairs  = -7.90641439e-05 Eh
C9 from frequency integral  = 218.379623 Eh a0^9
third order, state sum      = 2.45940995e-07 Eh
third order, ATM formula    = 2.45940995e-07 Eh
THREE DIFFERENT DRUDE OSCILLATORS, same triangle
alpha = [ 6. 10. 15.] a0^3; omega = [0.7 0.5 0.4] Eh
C9 closed form = 254.545455, integral = 254.545455 Eh a0^9
third order, normal modes = 2.86671264e-07 Eh
third order, ATM formula  = 2.86671264e-07 Eh
IDENTICAL DRUDE OSCILLATORS
alpha = 10.0 a0^3, omega = 0.5 Eh
C6 = 37.5000 Eh a0^6, C9 = 281.2500 Eh a0^9
angular factor from modes, equilateral: 1.375000
angular factor from modes, right isosceles: 1.000000
angular factor from modes, linear, equal spacing: -2.000000
apex angle of zero: modes 117.22121, formula 117.22121 deg
E4 scalene: modes -1.0451456e-08, formula -1.0451456e-08 Eh
equilateral: side/a0, exact non-additive/Eh, E3/Eh, E4/Eh, exact/E3
  8.0 2.697011e-06 2.881279e-06 -1.918465e-07 0.936046
 10.0 3.738103e-07 3.867188e-07 -1.318359e-08 0.966621
 20.0 7.521001e-10 7.553101e-10 -3.218651e-12 0.995750
 40.0 1.474429e-12 1.475215e-12 -7.858034e-16 0.999468
deviation of exact/E3 from 1 falls as side^(-2.997), sides 20 to 40 a0
MAIN EXAMPLE, side 10.0 a0
pair energy: exact -1.125105e-04, -3 C6/R^6 -1.125000e-04 Eh
E3 + E4 = 3.735352e-07 Eh
E3 = 10.5232 micro-eV
exact non-additive energy = 10.1719 micro-eV
exact non-additive / exact pair energy = -0.3322 %
no test failed
```
